\section*{Release of precursor from a dead leg during a purge, part 1}

(Sections cited here and not found follow in the second part.)

\section{The release law and the time at which it ends}

\subsection{The decision}

A calculation of the purge step in atomic layer deposition may have to represent side branches in which precursor can hide: a capped port, the stub of a gauge, the pipe between a tee and a closed valve. Such a branch is a dead leg. The decision is whether to resolve its interior in the flow calculation or to replace it by a source at its mouth, and, if a source is used, which function of time to give it.

Two simple functions offer themselves. One falls as $t^{-1/2}$ and does not contain the length of the leg. The other falls exponentially, with a time constant set by that length. They describe the same leg at different times, and the wrong choice is costly: in the example of the second half, the first function overestimates the flux after a two-second purge by a factor of about 28. The derivation below gives both functions, the full result that joins them, and the time at which one should hand over to the other.

\subsection{The leg and the conventions}

The leg is straight, with uniform bore and length $L$. The coordinate $x$ runs from the mouth, $x=0$, to the closed end, $x=L$. The number density of precursor is $c(x,t)$, averaged over the cross-section. At $t=0$ it has the uniform value $c_0$ inside the leg. From then on the main flow keeps the mouth clean:
\begin{equation}
c(x,0)=c_0\quad(0<x<L),\qquad c(0,t)=0\quad(t>0).
\label{eq:start}
\end{equation}
The release flux $J$ is the number of molecules leaving through the mouth per unit area and time. It is counted positive outwards, towards negative $x$.

Pressure $p$ and temperature are taken as uniform and constant, the walls as inert, and the gas in the leg as unstirred. The temperature enters as the energy $kT$. The equations contain neither $\hbar$ nor the charge or mass of the electron, so they read the same in atomic units as in any other consistent set.

\subsection{Why there is no drift term}

Precursor that leaves must be replaced by carrier gas, and one may ask whether this inward stream carries precursor back with it. Conservation of the total number of molecules answers the question. The total density is $n=p/(kT)$, which is constant in space and time. If $N(x,t)$ is the total number flux along $+x$, then
\begin{equation}
\frac{\partial n}{\partial t}+\frac{\partial N}{\partial x}=0
\quad\Longrightarrow\quad \frac{\partial N}{\partial x}=0 .
\end{equation}
So $N$ has the same value everywhere in the leg. It vanishes at the closed end, hence it vanishes throughout: carrier and precursor exchange one for one.

Fick's law for a binary gas gives the precursor flux along $+x$ as a share of the total flux plus a diffusive part,
\begin{equation}
N_1=\frac{c}{n}\,N-D\frac{\partial c}{\partial x}=-D\frac{\partial c}{\partial x},
\label{eq:fick}
\end{equation}
where $D$ is the binary diffusivity, taken as constant. The precursor need not be dilute for this step. Conservation of precursor, $\partial c/\partial t+\partial N_1/\partial x=0$, now gives
\begin{equation}
\frac{\partial c}{\partial t}=D\frac{\partial^2c}{\partial x^2}.
\label{eq:diff}
\end{equation}
At the closed end $N_1=0$, so the slope vanishes there. At the mouth the outward flux is $-N_1$:
\begin{equation}
\left.\frac{\partial c}{\partial x}\right|_{x=L}=0,\qquad
J(t)=-N_1(0,t)=D\left.\frac{\partial c}{\partial x}\right|_{x=0}.
\label{eq:J}
\end{equation}
The sign is as it should be: the density rises into the leg, the slope at the mouth is positive, and $J>0$.

\subsection{An endless leg}

Suppose first that the leg has no end. The equation is linear, so $c_0$ only sets the scale of the density. The remaining data, $D$ and $t$, provide one length, $\sqrt{Dt}$, so $c/c_0$ can depend on $x$ only through the ratio of $x$ to that length. We try
\begin{equation}
c=c_0\,g(\eta),\qquad \eta=\frac{x}{\sqrt{4Dt}} .
\end{equation}
At fixed $x$, $\partial\eta/\partial t=-\eta/(2t)$; at fixed $t$, $\partial\eta/\partial x=1/\sqrt{4Dt}$. Therefore
\begin{equation}
\frac{\partial c}{\partial t}=-\frac{c_0\,\eta}{2t}\,g'(\eta),\qquad
D\frac{\partial^2c}{\partial x^2}=\frac{c_0}{4t}\,g''(\eta).
\end{equation}
Equating the two and multiplying by $4t/c_0$ leaves an ordinary equation,
\begin{equation}
g''=-2\eta\,g'\quad\Longrightarrow\quad g'=A\,e^{-\eta^2}.
\end{equation}
The mouth requires $g(0)=0$, so $g(\eta)=A\int_0^\eta e^{-u^2}du$. Deep in the leg, and everywhere at $t\to0$, we need $g(\infty)=1$. Since $\int_0^\infty e^{-u^2}du=\sqrt\pi/2$, the constant is $A=2/\sqrt\pi$, and
\begin{equation}
c(x,t)=c_0\,\mathrm{erf}\!\left(\frac{x}{\sqrt{4Dt}}\right),\qquad
\mathrm{erf}(\eta)=\frac{2}{\sqrt\pi}\int_0^\eta e^{-u^2}du .
\label{eq:erf}
\end{equation}
The flux follows from the slope at the mouth:
\begin{equation}
J_\infty(t)=D\,c_0\,\frac{g'(0)}{\sqrt{4Dt}}
=D\,c_0\,\frac{2}{\sqrt\pi}\,\frac{1}{2\sqrt{Dt}}
=c_0\sqrt{\frac{D}{\pi t}} .
\label{eq:root}
\end{equation}
This is the square-root law. It equals the flux through a layer of thickness $\sqrt{\pi Dt}$ with a straight profile from $0$ to $c_0$. As the depleted layer thickens, the slope at the mouth falls.

The amount released per unit area up to time $t$ is
\begin{equation}
M_\infty(t)=\int_0^t c_0\sqrt{\frac{D}{\pi t'}}\,dt'=2c_0\sqrt{\frac{Dt}{\pi}} .
\label{eq:M}
\end{equation}
The flux is infinite at $t=0$, but its integral is finite, so the singular start does no harm to the count of molecules. It comes from imposing a jump in density at the mouth. Diffusion cannot describe times so short that the formula exceeds the one-way stream of molecules in a gas at rest, $c_0\bar v/4$, with $\bar v$ the mean thermal speed. The two are equal when
\begin{equation}
\sqrt{\frac{D}{\pi t}}=\frac{\bar v}{4}\quad\Longrightarrow\quad t=\frac{16D}{\pi\bar v^2}.
\label{eq:kin}
\end{equation}

The law must also fail at late times, because a real leg holds a finite amount $c_0L$ per unit area. Equation \eqref{eq:M} would exhaust it at $t=\pi L^2/(4D)$ and then go on releasing. The closed end has to intervene before that.

\subsection{The closed end by reflection}

The conditions at the two ends can be met by symmetry. Extend the density from $0<x<L$ to a function $C(x,t)$ on the whole line that is odd about the mouth and even about the closed end:
\begin{equation}
C(-x,t)=-C(x,t),\qquad C(2L-x,t)=C(x,t).
\end{equation}
Oddness forces $C(0,t)=0$ for $t>0$, and evenness forces the slope to vanish at $x=L$. If the start profile has these symmetries, the solution of \eqref{eq:diff} keeps them, since the equation is unchanged by $x\to-x$, by $x\to2L-x$ and by $C\to-C$.

The start profile follows from the two rules. It is $+c_0$ on $(0,L)$; evenness about $L$ continues this value to $2L$; oddness gives $-c_0$ on $(-2L,0)$; and so on. The result is a square wave that jumps at $x=2nL$, with $n$ any integer. The jump is upwards by $2c_0$ for even $n$ and downwards by $2c_0$ for odd $n$.

It is easier to follow the slope $s=\partial C/\partial x$ than the density. Differentiating \eqref{eq:diff} with respect to $x$ shows that $s$ obeys the same diffusion equation. At the start it is zero except for a spike of area $2c_0(-1)^n$ at each jump. A spike of unit area at the origin spreads as the Gaussian
\begin{equation}
G(x,t)=\frac{1}{\sqrt{4\pi Dt}}\,e^{-x^2/(4Dt)} .
\end{equation}
To confirm this, differentiate:
\begin{align}
\frac{\partial G}{\partial t}&=\left(\frac{x^2}{4Dt^2}-\frac{1}{2t}\right)G,\\
\frac{\partial^2G}{\partial x^2}&=\left(\frac{x^2}{4D^2t^2}-\frac{1}{2Dt}\right)G .
\end{align}
The first line is $D$ times the second. The area under $G$ is one at every $t>0$, and its width shrinks to zero as $t\to0$. Adding the spreading spikes,
\begin{equation}
s(x,t)=2c_0\sum_{n=-\infty}^{\infty}(-1)^n\,G(x-2nL,t).
\end{equation}
At the mouth the distance to spike $n$ is $2|n|L$, and $(2nL)^2/(4Dt)=n^2L^2/(Dt)$. Hence
\begin{align}
J(t)=D\,s(0,t)
&=\frac{2Dc_0}{\sqrt{4\pi Dt}}\sum_{n=-\infty}^{\infty}(-1)^n e^{-n^2L^2/(Dt)}\nonumber\\
&=c_0\sqrt{\frac{D}{\pi t}}\left[1+2\sum_{n=1}^{\infty}(-1)^n e^{-n^2L^2/(Dt)}\right].
\label{eq:main}
\end{align}
The last step uses $2D/\sqrt{4\pi Dt}=\sqrt{D/(\pi t)}$ and pairs the equal terms $n$ and $-n$. Equation \eqref{eq:main} is the release flux of the model at all times.

No other solution competes with it. The difference $v$ of two solutions starts at zero, vanishes at the mouth and has zero slope at the closed end. Multiplying its diffusion equation by $v$ and integrating by parts gives
\begin{equation}
\frac{d}{dt}\int_0^L\frac{v^2}{2}\,dx=-D\int_0^L\left(\frac{\partial v}{\partial x}\right)^2dx\le0,
\end{equation}
because the boundary term $Dv\,\partial v/\partial x$ is zero at both ends. A non-negative integral that starts at zero and cannot grow stays zero, so $v=0$.

\subsection{How long the square-root law holds}

Write $q=e^{-L^2/(Dt)}$, which lies between 0 and 1. The bracket in \eqref{eq:main} is
\begin{equation}
B=1-2q+2q^4-2q^9+\dots
\end{equation}
The terms alternate in sign and, from $2q$ onwards, decrease in size. Grouping them as $1-2(q-q^4)-2(q^9-q^{16})-\dots$ shows $B<1$. Grouping them as $1-2q+2(q^4-q^9)+\dots$ shows $B>1-2q$. So
\begin{equation}
1-2e^{-L^2/(Dt)}<\frac{J(t)}{c_0\sqrt{D/(\pi t)}}<1 .
\label{eq:bound}
\end{equation}
The square-root law is an upper bound for the flux of the closed leg. A small relative shortfall $\varepsilon$ is reached when $2q=\varepsilon$, to leading order:
\begin{equation}
t_\varepsilon=\frac{L^2}{D\ln(2/\varepsilon)} .
\label{eq:teps}
\end{equation}
For $\varepsilon=0.01$ this is $0.189\,L^2/D$. The neglected term $2q^4$ is then about $10^{-9}$. The criterion matters moderately: a shortfall of 0.1\% is reached at $0.13\,L^2/D$, and one of 10\% at $0.33\,L^2/D$.

\subsection{What it means to sense the end}

The leading correction comes from the spikes at $x=\pm2L$. Its exponent is $(2L)^2/(4Dt)$, that of a spreading over the distance $2L$: from the mouth to the closed end and back. The density at the end therefore drops well before the mouth flux shows it. Keeping the two jumps nearest to $x=L$, those at $0$ and $2L$, gives
\begin{equation}
\frac{c(L,t)}{c_0}\simeq 2\,\mathrm{erf}\!\left(\frac{L}{\sqrt{4Dt}}\right)-1 .
\end{equation}
At the time of 1\% shortfall the end density is already down to $0.79\,c_0$, and 49\% of the content has left. The square-root law thus covers about half of the release. Diffusion has no sharp front, so ``until the end is sensed'' has a definite meaning once $\varepsilon$ is named.

That the end causes the shortfall can be seen by changing the end alone. Let the far end be held at $c_0$ instead of closed. The extension about $x=L$ then obeys $C(2L-x,t)=2c_0-C(x,t)$, which gives $C(L,t)=c_0$. The start profile becomes a staircase, with an upward jump of $2c_0$ at every $x=2nL$. The factors $(-1)^n$ in \eqref{eq:main} disappear and the flux lies above the square-root law. A finite-volume solution with 300 cells, at $Dt/L^2=0.3$, gives $0.929$ times the square-root law for the closed end and $1.071$ times for the held end. The near-equal and opposite departures are the terms $\mp2q$, with $2q=0.071$ at this time.

\section{Late times, a worked example and real legs}

\subsection{Symbols and results carried over}

A leg of length $L$, with mouth at $x=0$ and closed end at $x=L$, starts at uniform precursor density $c_0$. Its mouth is kept at zero density from $t=0$. The density obeys $\partial c/\partial t=D\,\partial^2c/\partial x^2$, and the outward flux is $J=D\,\partial c/\partial x$ at $x=0$. Early on, $J=c_0\sqrt{D/(\pi t)}$, the square-root law. The closed end lowers this by the relative amount $2e^{-L^2/(Dt)}$ at leading order, which is 1\% at $t=0.189\,L^2/D$.

This part has derived the release flux of the closed leg at all times and shown that the square-root law holds to within 1% until $t=0.189\,L^2/D$. What remains is the exponential form for late times, the time at which to hand over to it, a worked example, and the effects that change the release in real legs.
